# Small Tamm-Dancoff energy shifts do not guarantee accurate intensities

## Definitions and conventions

Consider spin-singlet excitations of a closed-shell system with real orbitals, \(i,j\) occupied and \(a,b\) empty. The bare repulsion is \(v\); the screened interaction \(W\) is static. With \((pq|v|rs)\) the interaction between the orbital products \(pq\) and \(rs\), the Bethe-Salpeter matrices are

\[
A_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}+2(ia|v|jb)-(ij|W|ab),
\]
\[
B_{ia,jb}=2(ia|v|jb)-(ib|W|ja).
\]

Both are real and symmetric. The full problem is

\[
AX+BY=\Omega X,\qquad BX+AY=-\Omega Y,\qquad X^TX-Y^TY=1, \tag{1}
\]

with \(\Omega>0\). The Tamm-Dancoff approximation (TDA) sets \(B=0\), hence \(Y=0\). I assume a stable reference: \(A+B\) and \(A-B\) are positive definite, and so is their average \(A\).

In Rydberg units \(\hbar=1\), \(2m=1\), \(e^2=2\). Light is polarized along \(x\), and \(d_{ia}=\sqrt2\,\langle i|x|a\rangle\), where \(\sqrt2\) comes from the two spins of a singlet pair. The transition dipole length is \(D=d^T(X+Y)\). The oscillator strength \(2m\Omega D^2/\hbar^2\) and the static polarizability \(2e^2\sum_n D_n^2/\Omega_n\) become

\[
f_n=\Omega_nD_n^2,\qquad \alpha=4\sum_n D_n^2/\Omega_n. \tag{2}
\]

## The belief and its appeal

The belief is this: if restoring \(B\) hardly moves the excitation energies, then \(B\) is unimportant, and the TDA intensities can be trusted as well. It has a reasonable basis. A small energy shift does usually accompany a small \(Y\), and the weight \(Y^TY\) is then smaller still. But intensities depend on the amplitude \(Y\), not on its weight.

One electron-hole pair shows the difference. Adding and subtracting the equations in (1) gives

\[
(A+B)(X+Y)=\Omega(X-Y),\qquad (A-B)(X-Y)=\Omega(X+Y). \tag{3}
\]

For numbers \(A,B\), multiplying these two equations gives \(\Omega^2=A^2-B^2\). The normalization reads \((X+Y)(X-Y)=1\), so the second equation, multiplied by \(X+Y\), gives \((X+Y)^2=(A-B)/\Omega\). The first similarly gives \((X+Y)^2=\Omega/(A+B)\). With \(r=B/A\), equation (2) yields

\[
\frac{\Omega}{A}=\sqrt{1-r^2},\qquad
\frac{f}{f_{\rm TDA}}=1-r,\qquad
\frac{\alpha}{\alpha_{\rm TDA}}=\frac1{1+r}.
\]

For \(r=0.10\) the energy falls by 0.50%, the strength by 10% and the polarizability by 9.1%. For small \(r\) the relative energy shift is \(s=r^2/2\) in magnitude, so the relative strength change is \(|r|=\sqrt{2s}\). For one pair, a shift of half a percent therefore signals a strength error of ten percent.

The sign of \(B\) matters too. Positive \(B\) lowers the strength and negative \(B\) raises it, while the energy falls in both cases. As \(r\to-1\) the polarizability diverges, which marks one edge of stability. At the other edge, \(r\to1\), the polarizability stays finite and the strength vanishes.

## Many pairs

Replace \(B\) by \(\lambda B\), keeping \(A\) and \(d\) fixed, and work in the eigenbasis of \(A\), with TDA energies \(\omega_n\) and dipoles \(d_n\). If \((X,Y)\) solves (1) for \(\lambda\), then \((X,-Y)\) solves it for \(-\lambda\) with the same \(\Omega\) and normalization. An isolated energy is an analytic function of \(\lambda\), so it has no odd powers.

The second equation in (1) gives

\[
Y=-\lambda(A+\Omega)^{-1}BX,
\]

where the inverse exists because \(A\) is positive definite and \(\Omega>0\). Inserting this into the first equation gives

\[
\left[A-\lambda^2B(A+\Omega)^{-1}B\right]X=\Omega X. \tag{4}
\]

Let \(M=B(A+\omega_n)^{-1}B\). For \(m\ne n\), component \(m\) of (4) gives, at leading order, \((\omega_m-\omega_n)X_m=\lambda^2M_{mn}X_n\). Thus other components enter \(X\) at order \(\lambda^2\), provided

\[
\lambda^2|M_{mn}|\ll|\omega_m-\omega_n|. \tag{5}
\]

The normalization changes \(X_n\) from 1 at order \(\lambda^2\) as well. Component \(n\) of (4), and the expression for \(Y\), then give

\[
\Omega_n=\omega_n-\lambda^2\sum_m\frac{B_{mn}^2}{\omega_n+\omega_m}+O(\lambda^4),\qquad
Y_m=-\lambda\frac{B_{mn}}{\omega_n+\omega_m}+O(\lambda^3).
\]

The dipole contains \(Y\) linearly:

\[
D_n=d_n-\lambda\sum_m\frac{d_mB_{mn}}{\omega_n+\omega_m}+O(\lambda^2).
\]

Squaring it and multiplying by \(\Omega_n=\omega_n+O(\lambda^2)\), we find for \(d_n\ne0\)

\[
\frac{f_n}{\omega_nd_n^2}=1-2\lambda\sum_m\frac{d_m}{d_n}\frac{B_{mn}}{\omega_n+\omega_m}+O(\lambda^2). \tag{6}
\]

The term \(m=n\) is \(-\lambda B_{nn}/\omega_n\), the one-pair result. The other terms come from the coupling to other excitations. They do not transfer intensity from one line to another: the element \(B_{mn}\) changes \(f_n\) by \(-2\lambda\omega_nd_nd_mB_{mn}/(\omega_n+\omega_m)\) and \(f_m\) by \(-2\lambda\omega_md_nd_mB_{mn}/(\omega_n+\omega_m)\), which have the same sign and add to \(-2\lambda d_nd_mB_{mn}\). The ratio \(d_m/d_n\) can make these terms large for a weak line coupled to a strong one, and since the denominator is a sum of energies the two lines need not be close. The sum can also vanish by cancellation; a first-order change is the general case, not a necessity.

The energy shift still carries some information about the dipole. Write each term of the first-order dipole change \(\delta D_n\) as the product of \(d_m/\sqrt{\omega_n+\omega_m}\) and \(\lambda B_{mn}/\sqrt{\omega_n+\omega_m}\). The Cauchy-Schwarz inequality gives, with the leading energy shift \(\delta\Omega_n\),

\[
|\delta D_n|\le\sqrt{|\delta\Omega_n|}\left[\sum_m\frac{d_m^2}{\omega_n+\omega_m}\right]^{1/2}. \tag{7}
\]

The control is through a square root, which is weak precisely when the shift is small. For one pair (7) is an equality.

## Why a static field feels \(B\) linearly

A mean field with Hartree repulsion and statically screened exchange shows the mechanism. On a lattice of sites \(k,l\) with one electron per site on average, let \(P\) be the density matrix summed over spin, \(n_k=P_{kk}\), and

\[
E=\sum_{kl}h_{kl}P_{lk}+\tfrac12\sum_{kl}v_{kl}(n_k-1)(n_l-1)-\tfrac14\sum_{kl}W_{kl}|P_{kl}|^2,
\]

with \(W\) held fixed. Admix empty orbitals into the occupied ones of both spins, \(\phi_i\to\phi_i+\sum_a z_{ia}\phi_a/\sqrt2\), and restore orthonormality. To first order

\[
\delta P_{kl}=\sqrt2\sum_{ia}\left(z_{ia}\phi_{ak}\phi_{il}+z^*_{ia}\phi_{ik}\phi_{al}\right).
\]

The linear energy change vanishes because the ground state is stationary. At second order there are three contributions:

- Moving weight from \(i\) to \(a\) costs \(\sum(\varepsilon_a-\varepsilon_i)|z_{ia}|^2\).
- The Hartree term gives \((z+z^*)^TK(z+z^*)\), with \(K_{ia,jb}=(ia|v|jb)\). This puts \(2K\) into both \(A\) and \(B\).
- In the exchange term, products of \(z^*\) with \(z\) give \(-(ij|W|ab)\) in \(A\), and products of \(z\) with \(z\) give \(-(ib|W|ja)\) in \(B\).

Together,

\[
E_2=z^\dagger Az+\tfrac12\left(z^TBz+\text{c.c.}\right). \tag{8}
\]

The time-dependent variational principle gives \(i\dot z=\partial E_2/\partial z^*=Az+Bz^*\). Inserting \(z=Xe^{-i\Omega t}+Ye^{i\Omega t}\) and matching the two exponentials returns (1). The linear response of this mean field is therefore the full problem, not its TDA.

Now add a static potential energy \(gx\). It contributes \(g\,d^T(z+z^*)\), so the minimum has real \(z\). For real \(z\) the energy is \(z^T(A+B)z+2g\,d^Tz\), whose minimum is at \(z=-g(A+B)^{-1}d\). The displacement is \(\delta\langle x\rangle=2d^Tz\). An electric field \(\mathcal E\) acts on an electron through \(g=e\mathcal E\), and the induced dipole is \(-e\,\delta\langle x\rangle\). With \(e^2=2\),

\[
\alpha=4d^T(A+\lambda B)^{-1}d
=4d^TA^{-1}d-4\lambda d^TA^{-1}BA^{-1}d+O(\lambda^2). \tag{9}
\]

A static field distorts all orbitals with a definite phase, and for that phase \(B\) adds directly to the stiffness \(A\). In a free oscillation the phase rotates. The stiffness is \(A+B\) in one quadrature and \(A-B\) in the other, and the first-order effects on the frequency cancel.

Equation (9) agrees with the state sum in (2). Collect the vectors \(X+Y\) as columns of \(Z\) and \(X-Y\) as columns of \(T\), at \(\lambda=1\). Equation (3) becomes \((A+B)Z=T\Omega\) and \((A-B)T=Z\Omega\), with \(\Omega\) diagonal. Put \(G=Z^TT\). Multiplying by \(Z^T\) and \(T^T\) respectively leaves symmetric left-hand sides, so \(G\Omega=\Omega G^T\) and \(G^T\Omega=\Omega G\). Hence \(G\Omega^2=\Omega G^T\Omega=\Omega^2G\), and \(G\) has no elements between different energies. Normalization, with a suitable basis in any degenerate set, gives \(G=1\). Stability ensures as many positive energies as pairs, because \(\Omega^2\) are the eigenvalues of the positive matrix \((A-B)^{1/2}(A+B)(A-B)^{1/2}\). So \(Z\) and \(T\) are square and \(ZT^T=1\). Therefore

\[
Z\Omega^{-1}Z^T=(A+B)^{-1}TZ^T=(A+B)^{-1},\qquad
Z\Omega Z^T=(A-B)TZ^T=A-B.
\]

The first relation confirms (9). The second gives the total strength,

\[
\sum_nf_n=d^T(A-B)d, \tag{10}
\]

whereas TDA gives \(d^TAd\), again a first-order difference.

The ground state alone fixes the total. A brief kick multiplies every orbital by \(e^{i\kappa x}\), so \(z=i\kappa d\) and (8) gives the energy \(\kappa^2d^T(A-B)d\). The same kick multiplies \(P_{kl}\) by \(e^{i\kappa(x_k-x_l)}\), which leaves \(n_k\) and \(|P_{kl}|\) unchanged. Only the \(h\) term changes, by \(-\tfrac12\kappa^2\sum h_{kl}P_{kl}(x_k-x_l)^2\) at second order. Hence

\[
\sum_nf_n=-\tfrac12\sum_{kl}h_{kl}P_{kl}(x_k-x_l)^2. \tag{11}
\]

## A chain with nine excitations

Take six sites, 3 \(a_0\) apart, with six electrons. The hoppings alternate between \(-0.25\) and \(-0.15\) Ry, and the site energies repeat as 0, 0.2, 0.1 Ry. The repulsion is \(v=2/\sqrt{R^2+(4a_0)^2}\) Ry with \(R\) in \(a_0\), and \(W=v/2\). These are round model parameters. The largest eigenvalue magnitude of \(A^{-1/2}BA^{-1/2}\), a matrix version of \(|B/A|\), is 0.16.

The lowest excitation is the brightest. Its energy falls from 0.35966 to 0.35720 Ry (4.893 to 4.860 eV), a change of \(-0.68\%\) relative to TDA. Its dipole length falls from 3.608 to 3.401 \(a_0\), so

\[
f_{\rm TDA}=0.35966\times3.608^2=4.68,\qquad
f=0.35720\times3.401^2=4.13.
\]

The strength changes by \(-11.8\%\), about seventeen times the relative energy shift. Formula (6) predicts \(-12.2\%\). Of this, \(-B_{nn}/\omega_n=-0.03563/0.35966=-9.9\%\) is the diagonal term and \(-2.3\%\) comes from the coupling to other excitations (the program prints this part under the label "borrowed"). The first-order dipole change is 0.220 \(a_0\) in magnitude, below the bound 0.245 \(a_0\) from (7).

Scaling \(B\) separates the orders. All changes are percentages of the TDA values:

| \(\lambda\) | energy | strength | \(\alpha\) |
|---:|---:|---:|---:|
| 1.00 | −0.684 | −11.8 | −10.2 |
| 0.50 | −0.170 | −6.0 | −5.4 |
| 0.25 | −0.042 | −3.0 | −2.8 |

Each halving of \(B\) divides the energy change by about four and the other two by about two.

The polarizability falls from 189.2 to 169.8 \(a_0^3\) (28.0 to 25.2 Å\(^3\)). A self-consistent calculation in a small finite field, which uses neither \(A\) nor \(B\), also gives 169.8 \(a_0^3\). The total strength is 7.85 in TDA and 7.01 in the full problem; the ground-state expression (11) gives 7.01.

Weaker lines can change more. The fifth excitation moves by only \(-0.8\%\) in energy, but its strength rises from 0.142 to 0.212, by 49%. This rise is not the first-order effect: for this state (6) gives a fall of about 5%. It comes from the next order, \(\lambda^2\), where other TDA states are mixed into \(X\). For a weak line a small admixture of brighter ones is enough, so condition (5) alone does not make (6) accurate there.

One might hope to repair TDA by correcting its energies alone. A kick tests this. Write \(z=u+ip\); then \(\dot u=(A-B)p\) and \(\dot p=-(A+B)u\), with \(u(0)=0\) and \(p(0)=\kappa d\). Each column \(Z_n\) obeys \((A-B)(A+B)Z_n=\Omega_n^2Z_n\), and \(\dot u(0)=\kappa Z\Omega Z^Td\). Hence \(u=\kappa\sum_nZ_nD_n\sin\Omega_nt\) and

\[
\delta\langle x\rangle(t)=2d^Tu=2\kappa\sum_nD_n^2\sin\Omega_nt.
\]

Direct propagation of the mean field to \(t=100\,\hbar/\mathrm{Ry}\) supplies the reference. Relative to its root-mean-square size, the error is 0.002% for the full solution and 20% for TDA. With full energies but TDA dipoles it is still 13%. The numerical check checks these results and the perturbation formulas numerically.

## Where the first-order rule itself fails

If \(d_n=0\), the TDA line is dark and (6) does not apply. The dipole then starts at order \(\lambda\) at the earliest, and the strength at order \(\lambda^2\):

\[
f_n=\lambda^2\omega_n\left[\sum_m\frac{d_mB_{mn}}{\omega_n+\omega_m}\right]^2+\cdots.
\]

For TDA energies 1.0 and 1.5 Ry, a single coupling \(B_{12}=0.10\) Ry and dipoles 0 and 1 \(a_0\), the lower line acquires \(f=1.0\times(0.10/2.5)^2=0.0016\). The full solution agrees to this accuracy. The absolute change is small, but a line that is dark in TDA has acquired strength. This can happen only when the darkness is accidental. If \(d_n=0\) follows from a symmetry, \(B\) shares that symmetry and connects \(n\) only to states of the same symmetry, which are dark as well, so the line stays forbidden in the full problem.

The opposite failure occurs when (5) is violated. Take TDA energies 1.000 and 1.001 Ry, all four elements of \(B\) equal to 0.10 Ry, and dipoles 1 and 0 \(a_0\). Then \(M_{12}\approx2\times0.10^2/2=0.01\) Ry, ten times the spacing. The full energies are 0.980 and 1.001 Ry, shifts of at most 2%. The strengths change from 1 and 0 to 0.42 and 0.48, whereas (6) predicts 0.90 for the first state.

The sum behaves better: by (10) it is \(1.00-0.10=0.90\). More generally, strong mixing within a narrow group rotates its \(X\) vectors orthogonally at leading order, which preserves the sum of \(D_n^2\). Since the energies are nearly equal, the summed strength is nearly preserved too, apart from the first-order effect of \(Y\). For such a group the summed strength is the meaningful quantity to compare between TDA and the full problem.

## Table of computed values

```
One pair, B/A = 0.10: energy ratio full/TDA 0.99499
  strength ratio 0.90000, alpha ratio 0.90909
Chain: 6 sites, 6 electrons, spacing 3.0 a0
  hoppings (magnitude) 0.25, 0.15 Ry
  repeating site energies [0.  0.2 0.1] Ry
  softening 4.0 a0, v/W = 2.0
  on-site v 0.500 Ry, neighbour v 0.400 Ry
  mean-field gap 0.45724 Ry
  norm of A^(-1/2) B A^(-1/2): 0.1626
State: E_TDA (Ry), E_full (Ry), f_TDA, f_full, |X_nn|
  1: 0.35966 0.35720 4.68242 4.13198 1.002
  2: 0.45536 0.45325 1.13919 1.00972 1.001
  3: 0.55949 0.55587 0.09714 0.13112 0.999
  4: 0.57020 0.56923 1.11460 0.90460 0.998
  5: 0.62016 0.61508 0.14220 0.21208 0.997
  6: 0.64626 0.64371 0.53110 0.48845 0.996
  7: 0.71471 0.71435 0.00291 0.00314 1.000
  8: 0.77043 0.77027 0.06949 0.06376 1.000
  9: 0.83165 0.83157 0.06860 0.06279 1.000
Brightest TDA state: 1; full partner: 1
  E_TDA 4.8934 eV, E_full 4.8599 eV
  d_TDA 3.6082 a0, D_full 3.4011 a0
  B_nn 0.03563 Ry
B scale: changes from TDA in energy, f, alpha (%)
  1.00: -0.684 -11.755 -10.222
  0.50: -0.170 -5.976 -5.394
  0.25: -0.042 -3.018 -2.774
Leading-order changes at full B, brightest state:
  energy -0.676 %
  strength -12.206 %
    own pair -9.906 %, borrowed -2.299 %
  |dipole change| 0.2202 a0
  its square-root bound 0.2449 a0
alpha TDA 189.176 a0^3 = 28.033 A^3
alpha full 169.838 a0^3 = 25.167 A^3
alpha finite field 169.838 a0^3
alpha first-order change -21.605 a0^3
Strength sum: TDA 7.84764, full 7.00764
  from ground-state hopping 7.00764
Kick signal followed to t = 100 hbar/Ry; rms errors:
  full 0.0024 %, TDA 19.92 %
  full energies with TDA dipoles 12.76 %
Dark state, coupling 0.10 Ry: f_TDA 0, f_full 0.001601
  leading-order f 0.001600
Near-degenerate: gap 0.001 Ry, B elements 0.10 Ry
  E_full 0.98029, 1.00051 Ry
  f_TDA 1.000, 0.000; f_full 0.4223, 0.4777
  f_full sum 0.9000; first-order f of state 1 0.9000
```
